# Classical Scattering Angle for Repulsive Central Forces and the Coulomb Case, part 2

An ion entering a solid collides with a single atom. We ask by how much the ion is turned and how much energy it hands over. Both are treated as classical, non-relativistic point particles, and the collision is elastic.

The projectile has mass $M_1$, initial speed $v$ and laboratory energy $E=\tfrac12M_1v^2$. The target has mass $M_2$ and is initially at rest. With $M=M_1+M_2$, centre of mass $\mathbf R$ and relative position $\mathbf r=\mathbf r_1-\mathbf r_2$ from target to projectile, the positions are

$$\mathbf r_1=\mathbf R+\frac{M_2}{M}\mathbf r,\qquad
\mathbf r_2=\mathbf R-\frac{M_1}{M}\mathbf r .$$

The relative motion is that of one particle of reduced mass $\mu=M_1M_2/(M_1+M_2)$ and energy $E_c=EM_2/(M_1+M_2)=\tfrac12\mu v^2$. The impact parameter is $b$, and $r$ is the distance between the particles.

The first half requires a potential energy $V(r)$ that is continuously differentiable for $r>0$, with

$$V(r)>0,\qquad V'(r)<0,\qquad V(r)\to0\ \text{ as }\ r\to\infty .$$

The closest distance $r_0$ is the single root of

$$1-\frac{V(r_0)}{E_c}-\frac{b^2}{r_0^2}=0 .$$

The angle $\theta$ between the initial and final relative velocity is given by the general integral

$$\theta=\pi-2\Phi,\qquad
\Phi=b\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-V/E_c-b^2/r^2}},$$

where $\Phi$ is the polar angle swept between closest approach and infinity. An equivalent form, called below the form with $q$, is

$$\theta=2\int_0^{\pi/2}\frac{q}{1+q}\,d\alpha,\qquad
q=-\frac{rV'}{2(E_c-V)},\qquad
\sin\alpha=\frac{b}{r\sqrt{1-V/E_c}} .$$

The substitution $u=1/r$, with $du=-dr/r^2$, turns the limits of the general integral into $0$ and $u_0=1/r_0$; the minus sign exchanges them. It is used again in the Coulomb case, which comes next.

### (h) Coulomb repulsion

**Question.** Let the particles be bare point charges $Z_1e$ and $Z_2e$ of equal sign. Find $\theta$ as a function of $b$ and $E_c$.

**Solution.** The potential is $V=C/r$ with $C=Z_1Z_2e^2/(4\pi\varepsilon_0)>0$. It satisfies all conditions of the first half. Define the length $d=C/E_c$, so that $V/E_c=d/r$. With $u=1/r$ as before,

$$\Phi=\int_0^{u_0}\frac{b\,du}{\sqrt{1-d\,u-b^2u^2}} .$$

In the numerator $du$ is the differential; in the root $d\,u$ is the length $d$ times $u$. To complete the square, let $\kappa=d/(2b)$. Then

$$(bu+\kappa)^2=b^2u^2+2b\kappa u+\kappa^2=b^2u^2+d\,u+\kappa^2,$$

and the radicand becomes

$$1-d\,u-b^2u^2=1+\kappa^2-(bu+\kappa)^2 .$$

Use the new variable $w=bu+\kappa$, for which $dw=b\,du$. The lower limit is $w=\kappa$. At the upper limit the radicand vanishes, so $w^2=1+\kappa^2$; since $w$ is positive, $w=\sqrt{1+\kappa^2}$. Therefore

$$\Phi=\int_\kappa^{\sqrt{1+\kappa^2}}\frac{dw}{\sqrt{1+\kappa^2-w^2}}
=\left[\arcsin\frac{w}{\sqrt{1+\kappa^2}}\right]_\kappa^{\sqrt{1+\kappa^2}}
=\frac\pi2-\arcsin\frac{\kappa}{\sqrt{1+\kappa^2}} .$$

The last angle belongs to a right triangle with opposite side $\kappa$ and hypotenuse $\sqrt{1+\kappa^2}$. Its adjacent side is 1, so the angle is $\arctan\kappa$. Inserting $\Phi=\pi/2-\arctan\kappa$ into $\theta=\pi-2\Phi$ gives the Rutherford angle:

$$\boxed{\;\theta=2\arctan\frac{d}{2b},\qquad
\tan\frac\theta2=\frac{Z_1Z_2e^2}{4\pi\varepsilon_0}\,\frac1{2E_cb}\;}$$

The energy here is $E_c$, not the laboratory energy $E$, and $\theta$ is the angle of the relative velocity.

### (i) Closest distance and limits

**Question.** Find $r_0$ for the Coulomb case. What do $\theta$ and $r_0$ become for small and large $b$, and which $b$ gives a right angle?

**Solution.** Multiplying $1-d/r_0-b^2/r_0^2=0$ by $r_0^2$ gives $r_0^2-d\,r_0-b^2=0$. The product of the two roots is $-b^2<0$, so one root is positive:

$$r_0=\frac d2+\sqrt{\frac{d^2}{4}+b^2}.$$

For $b\to0$ this tends to $d$, and $\theta\to\pi$. The length $d$ is thus the closest distance in a head-on collision, where all of $E_c$ has become potential energy.

A right angle requires $\tan(\theta/2)=1$, hence $b=d/2$. Smaller impact parameters send the relative velocity into the backward hemisphere.

For $b\gg d$, $\arctan\kappa\approx\kappa$ gives $\theta\approx d/b$ to leading order. The form with $q$ confirms this. To first order in $V/E_c$, $q\approx d/(2r)$ and $r\approx b/\sin\alpha$, so

$$\theta\approx2\int_0^{\pi/2}\frac{d\sin\alpha}{2b}\,d\alpha=\frac db .$$

The slow decay as $1/b$ reflects the long range of the bare Coulomb force. Part (l) shows what becomes of it when the charge is screened.

### (j) Return to the laboratory

**Question.** Find the laboratory angle $\psi$ of the projectile, the angle $\chi$ of the recoiling target and the energy $T$ given to the target.

**Solution.** Let the $x$ axis point along the initial velocity and let the projectile be deflected towards positive $y$. The centre of mass moves along $x$ with speed $M_1v/M$, where $M=M_1+M_2$. After the collision $V\to0$ again, so by energy conservation the relative speed is again $v$. The relative velocity is $v(\cos\theta,\sin\theta)$.

The projectile carries the fraction $M_2/M$ of it, added to the velocity of the centre of mass:

$$\mathbf v_1=\frac vM\,(M_1+M_2\cos\theta,\;M_2\sin\theta).$$

The ratio of the components, divided above and below by $M_2$, is

$$\tan\psi=\frac{\sin\theta}{\cos\theta+M_1/M_2}.$$

If the denominator is negative, $\psi$ lies between $90^\circ$ and $180^\circ$. This requires $M_1<M_2$: a projectile heavier than its target cannot be scattered backward in a single collision.

The target carries the fraction $-M_1/M$ of the relative velocity:

$$\mathbf v_2=\frac{M_1v}{M}\,(1-\cos\theta,\,-\sin\theta)
=\frac{2M_1v}{M}\sin\frac\theta2\left(\sin\frac\theta2,\,-\cos\frac\theta2\right).$$

The second form uses $1-\cos\theta=2\sin^2(\theta/2)$ and $\sin\theta=2\sin(\theta/2)\cos(\theta/2)$. The last bracket is a unit vector below the $x$ axis. Its angle $\chi$ from the axis has $\tan\chi=\cot(\theta/2)$, hence

$$\chi=\frac{\pi-\theta}{2}.$$

The target's kinetic energy is

$$T=\frac{M_2}2\,\frac{4M_1^2v^2}{M^2}\sin^2\frac\theta2
=\frac{4M_1M_2}{(M_1+M_2)^2}\,E\,\sin^2\frac\theta2 .$$

These three relations hold for any elastic collision with a target at rest. The potential enters through $\theta(b)$. The largest transfer occurs at $\theta=\pi$, and the mass factor equals 1 for equal masses.

### (k) A numerical collision

**Question.** Take round model parameters: $Z_1=5$, $Z_2=20$, $M_1=10$ u, $M_2=40$ u, $E=100$ keV and $b=1.0$ pm. Treat the repulsion as bare Coulomb. Find the angles, the closest distance and the energy transfer, and judge whether classical, non-relativistic motion is justified.

**Solution.** The energy of relative motion is

$$E_c=100\ \text{keV}\times\frac{40}{50}=80\ \text{keV}.$$

With $e^2/(4\pi\varepsilon_0)=1439.965$ eV pm, the Coulomb strength is $C=5\times20\times1439.965$ eV pm $=143.997$ keV pm. Thus

$$d=\frac{143.997}{80}\ \text{pm}=1.800\ \text{pm},\qquad
\kappa=\frac{d}{2b}=0.900 .$$

The scattering angle and closest distance are

$$\theta=2\arctan0.900=84.0^\circ\ (1.466\ \text{rad}),$$

$$r_0=0.900\ \text{pm}+\sqrt{0.810+1}\ \text{pm}=2.245\ \text{pm}.$$

The impact parameter is slightly larger than $d/2=0.900$ pm, so the angle is slightly below a right angle.

For the laboratory angle, $\sin\theta=0.9945$ and $\cos\theta=0.1050$, hence

$$\tan\psi=\frac{0.9945}{0.1050+0.25}=2.801,\qquad\psi=70.4^\circ .$$

The target recoils at $\chi=(180^\circ-83.97^\circ)/2=48.0^\circ$ on the other side of the axis. The mass factor is $4\times10\times40/50^2=0.64$, so at most 64 keV can be transferred. Here

$$T=64\ \text{keV}\times\sin^2(41.99^\circ)=28.6\ \text{keV}.$$

The initial speed is $1.389\times10^6$ m/s, or $0.00463\,c$. Relativistic corrections are of relative order $v^2/c^2\approx2\times10^{-5}$ and may be ignored.

For the classical path, compare $d/2=C/(\mu v^2)$ with the reduced de Broglie wavelength $\hbar/(\mu v)$. Their ratio is the Sommerfeld parameter $C/(\hbar v)=157.5$. The length that sets the size of the strong-deflection region is thus much larger than the wavelength, which supports the use of a trajectory.

The result was also tested without the integral, by solving Newton's equations for both particles in the laboratory frame. The angle $\theta$ agreed within $10^{-6}$ rad. The energy transfer came out as 28.638 keV instead of 28.640 keV. This difference comes from the finite distance, about $R=10^4$ pm, at which the motion was stopped. A potential energy $C/R$ is still stored there, and the relative speed is $v\sqrt{1-d/R}\approx v(1-\epsilon)$ with $\epsilon=d/(2R)\approx9\times10^{-5}$. The target's energy is proportional to

$$1-2(1-\epsilon)\cos\theta+(1-\epsilon)^2\approx2(1-\cos\theta)(1-\epsilon),$$

so it is low by the fraction $\epsilon$, or about 0.003 keV, in agreement with the two values within rounding.

### (l) Where the Rutherford angle fails

**Question.** Electrons screen the nuclear charges. Model this by $V(r)=(C/r)e^{-r/a}$ with $a=10$ pm, keeping the other parameters. How does the deflection compare with the Rutherford angle as $b$ grows?

**Solution.** The derivative is $V'=-V(1/r+1/a)<0$, so the general integral applies. It was evaluated numerically:

| $b$ (pm) | Coulomb $\theta$ | Screened $\theta$ | Ratio |
|---:|---:|---:|---:|
| 0.5 | 121.9° | 117.3° | 0.963 |
| 1.0 | 84.0° | 78.4° | 0.933 |
| 2.0 | 48.5° | 43.3° | 0.894 |
| 5.0 | 20.4° | 15.9° | 0.781 |
| 10.0 | 10.3° | 5.96° | 0.579 |
| 20.0 | 5.15° | 1.42° | 0.276 |

The ratio is the screened angle divided by the Coulomb angle. In the collision of part (k) the Rutherford angle is 7% above the screened one. At $b=2a$ it is too large by a factor of 3.6. These sizes belong to the single exponential. The universal (ZBL) screening function, a sum of four exponentials with a longer tail, gives for the same pair 6% at $b=1$ pm but a factor of only 2.1 at $b=20$ pm.

The trend can be derived for weak deflection. To first order in $V/E_c$, the form with $q$ gives $\theta\approx2\int q\,d\alpha$, with $q\approx-rV'/(2E_c)$ and $r\approx b/\sin\alpha$. Since $-rV'=(C/r)(1+r/a)e^{-r/a}$, and with $x=b/a$,

$$\theta\approx\frac db\,F(x),\qquad
F(x)=\int_0^{\pi/2}(\sin\alpha+x)\,e^{-x/\sin\alpha}\,d\alpha .$$

For $x=0$ the integral is 1 and the Coulomb limit $d/b$ returns. Its derivative is

$$F'(x)=\int_0^{\pi/2}\left[1-\frac{\sin\alpha+x}{\sin\alpha}\right]e^{-x/\sin\alpha}\,d\alpha
=-\int_0^{\pi/2}\frac{x}{\sin\alpha}\,e^{-x/\sin\alpha}\,d\alpha<0$$

for $x>0$. At this order the ratio to the Coulomb angle therefore falls steadily as $b/a$ grows. The estimate accounts for the distant rows of the table: $F=0.602$ and $0.280$ at $b=10$ and $20$ pm, against $0.579$ and $0.276$. It does not account for the close ones. At $b=1$ pm it gives $0.985$ against $0.933$; there the deflection is strong, and most of the reduction comes from higher orders in $V/E_c$, a correction of relative order $d/a$. At a distance $r$ the exponential leaves the fraction $(1+r/a)e^{-r/a}$ of the Coulomb force. This is 74% at $r=a$, 41% at $r=2a$ and 20% at $r=3a$, so a projectile that stays several screening lengths away feels little of it.

The error is larger still in the energy transfer, which for small angles is proportional to $\theta^2$. At $b=20$ pm the Rutherford angle gives $T=64\ \text{keV}\times\sin^2(2.58^\circ)\approx0.13$ keV. The screened angle gives $64\ \text{keV}\times\sin^2(0.71^\circ)\approx0.01$ keV. Distant collisions are numerous, because the area of a ring of width $db$ is $2\pi b\,db$, so this error matters when the energy losses of an ion are added up.

The screened collision at $b=5.0$ pm was also followed with Newton's equations. The scattering angle was $15.94^\circ$ by both routes, and the laboratory angles and the energy transfer passed the same test. This confirms the kinematics for a potential other than Coulomb's. It does not confirm the potential, since one exponential is a model and not a computed interaction of two atoms.

For implantation the general integral is thus the part to keep, with a screened potential suited to the pair of atoms. The Rutherford angle is its limit for close collisions of fast ions, with $r_0$ and $b$ both small compared with the screening length. Neither describes electronic energy loss, nor a slow collision in which several atoms push on the ion at once. Both also presuppose a classical path. The Sommerfeld parameter falls as $1/v$ and must stay large, and $r_0$ must exceed the nuclear radii: for a 5 MeV proton on silicon the parameter is about 1 and $d\approx4$ fm is of nuclear size. At large $b$ the screened deflection must exceed the diffraction spread, which requires $(\hbar/\mu v)\,|d(1/\theta)/db|\ll1$; in the present model this quantity is 0.03 at $b=20$ pm and about 0.9 at $b=50$ pm. The values used here are listed in the numerical output below.

## Table of computed values

```
Charge numbers Z1, Z2: 5, 20
Masses M1, M2: 10, 40 u
Laboratory energy E: 100.0 keV
Relative energy Ec: 80.0 keV
Reduced mass: 8.0 u
e^2/(4 pi epsilon0): 1439.965 eV pm
Coulomb strength C: 143.9965 keV pm
Head-on closest distance d: 1.79996 pm
Impact parameter for 90 deg, d/2: 0.89998 pm
Initial speed: 1.3891e+06 m/s
Speed ratio v/c: 0.00463
Sommerfeld parameter C/(hbar v): 157.5
Main impact parameter b: 1.0 pm
d/(2b): 0.89998
Closest distance r0: 2.24533 pm
Rutherford theta: 83.9730 deg
Rutherford theta converted: 1.465606 rad
Theta from quadrature: 83.9730 deg
Theta from Newton: 83.9730 deg
Projectile laboratory angle: 70.3550 deg
Target recoil angle: 48.0135 deg
Maximum energy transfer: 64.000 keV
Energy transfer T: 28.640 keV
T from Newton at finite distance: 28.638 keV
Screening length a: 10.0 pm
b (pm), Coulomb r0 (pm), Coulomb theta (deg), screened theta (deg), ratio
  0.5     1.9295   121.8896   117.3220  0.9625
  1.0     2.2453    83.9730    78.3538  0.9331
  2.0     3.0931    48.4544    43.3224  0.8941
  5.0     5.9803    20.4075    15.9412  0.7811
 10.0    10.9404    10.2853     5.9552  0.5790
 20.0    20.9202     5.1530     1.4197  0.2755
Screened Newton test b: 5.0 pm
Screened theta, quadrature: 15.94118 deg
Screened theta, Newton: 15.94118 deg
```
